\section*{Airy transfer matrices for biased multibarriers and what flux conservation detects}

\section{One barrier, three digits}

Take an electron in one dimension that meets a flat barrier of width $w$. Let $m$ be the effective mass in units of the free-electron mass $m_0$. Inside the barrier $\psi''=\kappa^2\psi$. At an interface between materials $\psi$ and $\phi=\psi'/m$ are continuous, so we carry this pair. The solution with given values at the right edge is
\begin{equation}
\psi(x)=\psi(w)\cosh\kappa(x-w)+\frac{m\,\phi(w)}{\kappa}\sinh\kappa(x-w).
\end{equation}
At $x=0$ the hyperbolic sine is negative. With $p=\kappa/m$, the value and the derivative there give
\begin{equation}
\begin{pmatrix}\psi\\ \phi\end{pmatrix}_{0}
=\begin{pmatrix}\cosh\kappa w&-p^{-1}\sinh\kappa w\\-p\sinh\kappa w&\cosh\kappa w\end{pmatrix}
\begin{pmatrix}\psi\\ \phi\end{pmatrix}_{w}.
\label{flat}
\end{equation}

Outside, the waves are $e^{\pm ikx}$ and $q=k/m$. Choose an energy at which $p=q$, and a unit of length that makes both equal to 1. Write $c=\cosh\kappa w$ and $s=\sinh\kappa w$. A transmitted wave of unit amplitude has $(\psi,\phi)=(1,i)$ at the right edge, hence $(c-is,\,-s+ic)$ at the left edge. There the incident amplitude $a$ and the reflected amplitude $b$ satisfy $\psi=a+b$ and $\phi=i(a-b)$, so
\begin{equation}
a=\tfrac12(\psi-i\phi)=c,\qquad b=\tfrac12(\psi+i\phi)=-is .
\end{equation}
Therefore $T=1/c^2$ and $R=s^2/c^2$. Their sum is 1 because $c^2-s^2=1$, which is also the determinant of the matrix.

Now let $e^{\kappa w}=100$. Then $c=50.005$, $s=49.995$ and $T=3.9992\times10^{-4}$. On a machine that keeps three digits, suppose that $c$ is stored as 50.1, wrong by about one unit in the last place, and $s$ as 50.0. The determinant becomes $2510.01-2500=10.01$ instead of 1. Yet
\begin{equation}
T=\frac{1}{2510.01}=3.984\times10^{-4},\qquad R=\frac{2500}{2510.01}=0.9960,\qquad R+T=0.9964 .
\end{equation}
The transmission is good to 0.4\%, and the flux sum looks healthy at three-digit accuracy, although the determinant is wrong tenfold. The matrix carries the state from right to left. It multiplies the solution $e^{-\kappa x}$ by $c+s$ and the solution $e^{\kappa x}$, which decays in that direction, by $c-s$. This small difference has been lost, and with it the decaying solution.

The loss matters when the growing parts cancel. Put a well between two such barriers, with $q=1$ and phase $kd=\pi/2$. Its matrix is \eqref{flat} with $\kappa=ik$, $p=iq$ and $w=d$, so the diagonal elements are $\cos kd$ and the others are $-q^{-1}\sin kd$ (upper right) and $q\sin kd$ (lower left):
\begin{equation}
Q=\begin{pmatrix}0&-1\\1&0\end{pmatrix},\qquad
BQB=\begin{pmatrix}cs-sc&s^2-c^2\\c^2-s^2&sc-cs\end{pmatrix}=(c^2-s^2)\,Q,
\end{equation}
where $B$ is the barrier matrix. Correctly, $c^2-s^2=1$ and the structure transmits perfectly. With the stored numbers the product is $10.01\,Q$, so $b=0$, $|a|=10.01$, $R=0$ and $T=0.00998$. Here $R+T$ fails openly, and $T$ is wrong by a factor of 100. The same damaged barrier is thus harmless and invisible in one problem, and ruinous and visible in the other.

\section{A tilted layer}

Under bias the potential $V(x)$ of an electron falls to the right with slope $-eF$ in each layer, where $F>0$ is the field strength. With $C=\hbar^2/2m_0$ the equation in a layer is $\psi''=(m/C)(V-E)\psi$. Define
\begin{equation}
z=\frac{\alpha\,(V-E)}{eF},\qquad \alpha^3=\frac{m\,eF}{C}.
\end{equation}
Then $dz/dx=-\alpha$ and $\psi''=\alpha^2\,d^2\psi/dz^2$. The right side is $(m/C)(eF z/\alpha)\psi=\alpha^2z\psi$. What remains is Airy's equation $d^2\psi/dz^2=z\psi$, with solutions $\mathrm{Ai}(z)$ and $\mathrm{Bi}(z)$. For positive $z$ the first falls and the second grows with $z$.

Let $g=-\alpha/m$, so that $\phi=g\,d\psi/dz$. The coefficients of the two solutions are turned into $(\psi,\phi)$ by
\begin{equation}
W(z)=\begin{pmatrix}\mathrm{Ai}&\mathrm{Bi}\\ g\,\mathrm{Ai}'&g\,\mathrm{Bi}'\end{pmatrix},\qquad
\det W=g(\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi})=\frac g\pi .
\end{equation}
Let subscripts $1$ and $2$ denote the left and right ends of the layer. The layer matrix is $W_1W_2^{-1}$. Its determinant is $(g/\pi)/(g/\pi)=1$, and its elements are
\begin{align}
M_{11}&=\pi(\mathrm{Ai}_1\mathrm{Bi}'_2-\mathrm{Bi}_1\mathrm{Ai}'_2),&
M_{12}&=\tfrac{\pi}{g}(\mathrm{Bi}_1\mathrm{Ai}_2-\mathrm{Ai}_1\mathrm{Bi}_2),\nonumber\\
M_{21}&=\pi g(\mathrm{Ai}'_1\mathrm{Bi}'_2-\mathrm{Bi}'_1\mathrm{Ai}'_2),&
M_{22}&=\pi(\mathrm{Bi}'_1\mathrm{Ai}_2-\mathrm{Ai}'_1\mathrm{Bi}_2).
\label{layer}
\end{align}

For $z>0$ put $\zeta=\tfrac23z^{3/2}$. Evaluate the scaled functions $e^{\zeta}\mathrm{Ai}$ and $e^{-\zeta}\mathrm{Bi}$, and likewise for the derivatives; for $z\le0$ set $\zeta=0$. Products of type $\mathrm{Ai}_1\mathrm{Bi}_2$ then carry $e^{-\theta}$ and those of type $\mathrm{Bi}_1\mathrm{Ai}_2$ carry $e^{\theta}$, with $\theta=\zeta_1-\zeta_2$. Where the electron tunnels through the whole layer, the local decay constant is $\kappa=\alpha\sqrt z$ and
\begin{equation}
\theta=\int_{z_2}^{z_1}\!\sqrt z\,dz=\int_{x_1}^{x_2}\!\kappa\,dx .
\end{equation}
The exponent that survives is the tunnelling exponent of the layer, however large $\zeta_1$ and $\zeta_2$ are.

The weak-field limit provides a check of $M_{11}$. For large $z$, $\mathrm{Ai}\simeq e^{-\zeta}/(2\sqrt\pi z^{1/4})$, $\mathrm{Ai}'\simeq-z^{1/4}e^{-\zeta}/(2\sqrt\pi)$ and $\mathrm{Bi}'\simeq z^{1/4}e^{\zeta}/\sqrt\pi$, while $\mathrm{Bi}\simeq e^{\zeta}/(\sqrt\pi z^{1/4})$. Hence
\begin{equation}
M_{11}\simeq\left(\frac{z_2}{z_1}\right)^{1/4}\frac{e^{-\theta}+e^{\theta}}2
\;\longrightarrow\;\cosh\kappa w ,
\end{equation}
as in \eqref{flat}. At $F=0$ itself $z$ is undefined. At very weak fields $\theta$ is a small difference of huge numbers and loses digits, and the Airy routine may fail. In both cases the flat-layer matrix should be used.

\section{Many layers and the flux identity}

Multiply the layer matrices from left to right and call the real product $M$. The contacts are flat, with $q_L$ and $q_R$ real, so the electron propagates in both. For a unit transmitted wave,
\begin{equation}
u_1=M_{11}+iq_RM_{12},\qquad u_2=M_{21}+iq_RM_{22}
\end{equation}
are $\psi$ and $\phi$ at the left contact. From $u_1=a+b$ and $u_2=iq_L(a-b)$,
\begin{equation}
a=\frac12\left(u_1+\frac{u_2}{iq_L}\right),\quad
b=\frac12\left(u_1-\frac{u_2}{iq_L}\right),\quad
T=\frac{q_R}{q_L|a|^2},\quad R=\left|\frac ba\right|^2 .
\end{equation}
The factor $q_R/q_L$ appears because a wave of amplitude $A$ carries a flux proportional to $q|A|^2$.

Now evaluate $\mathrm{Im}(u_1^*u_2)$ twice. In terms of the waves it is $q_L\,\mathrm{Re}[(a^*+b^*)(a-b)]=q_L(|a|^2-|b|^2)$, since $b^*a-a^*b$ is imaginary. In terms of the real matrix it is $q_R(M_{11}M_{22}-M_{12}M_{21})$. Therefore
\begin{equation}
|a|^2-|b|^2=\frac{q_R}{q_L}\det M .
\end{equation}
Dividing by $|a|^2$ gives
\begin{equation}
1-R=T\det M,\qquad 1-R-T=T(\det M-1).
\label{identity}
\end{equation}
This uses only that $M$ is real, so it also holds for a matrix damaged by rounding. With absorption, $V$ is complex, $M$ is not real, and the identity does not apply.

Two different alarms follow. The sum $R+T$ is off by $T|\det M-1|$, which a small $T$ hides. The relative defect
\begin{equation}
D=\left|\frac{q_L}{q_R}\left(|a|^2-|b|^2\right)-1\right|=|\det M-1|
\end{equation}
compares the net flux on the left with the flux on the right and has no such factor. In finite arithmetic its own subtraction also rounds. If $\varepsilon$ is the relative rounding error, $|a|^2$ is uncertain by about $\varepsilon|a|^2$, so off resonance one expects $D\sim\varepsilon/T$.

\section{Which answers are damaged}

Send a unit wave in from the right and let $A$ be the amplitude reflected back there. Because $M$ is real, the state $(1,-iq_R)$ is mapped to $(u_1^*,u_2^*)$, whose right- and left-moving parts at the left contact are $b^*$ and $a^*$. Nothing arrives from the left, so $Aa+b^*=0$. The transmitted amplitude is
\begin{equation}
t'=a^*+Ab=a^*-\frac{|b|^2}{a}=\frac{|a|^2-|b|^2}{a},
\end{equation}
and thus
\begin{equation}
T'=\frac{q_L}{q_R}|t'|^2=\frac{q_L}{q_R}\left(\frac{q_R}{q_L}\right)^2\frac{(\det M)^2}{|a|^2}=T(\det M)^2 .
\end{equation}
Physically $T'=T$. Numerically $T$ rests on the large number $a$, while $T'$ is a difference of two large numbers. With $\det M\sim\varepsilon/T$ one gets $T'\sim\varepsilon^2/T$. Once $T$ is well below $\varepsilon$ this is wrong, but $R+T'$ stays near 1 until $T$ approaches $\varepsilon^2$. With the three-digit numbers, $T'=3.984\times10^{-4}\times100.2=0.040$, a hundred times too large, and $R+T'=1.036$.

\section{A CdTe double well under bias}

Take CdTe wells with $m=0.10$ and (Cd,Mg)Te barriers with $m=0.12$ and an offset of 0.30 eV, all rough typical values. Three 3 nm barriers enclose wells of 6 and 5 nm. Energies are measured from the band edge of the left contact. At 20 kV/cm the slope is $2\times10^{-3}$ eV/nm, and over 20 nm the bias is 40 mV.

For the first barrier at $E=20$ meV, with $C=0.0381$ eV nm$^2$,
\begin{equation}
\alpha=\left(\frac{0.12\times0.002}{0.0381}\right)^{1/3}=0.185\ \mathrm{nm}^{-1},\qquad
z_1=\frac{0.185\times0.28}{0.002}\approx26 .
\end{equation}
So $\zeta_1\approx88$, while $\theta\approx2.8$. At 1 kV/cm the same edge has $z=191$ and $\zeta=1753$. The unscaled functions then leave the double-precision range and the calculation of $T$ returns no number; the scaled ones give $T=6.639\times10^{-9}$.

The two well levels form a doublet at 35.8 and 41.0 meV, split by 5.2 meV. The peaks reach $T=0.353$ and $1.000$, with full widths at half maximum of 0.34 and 0.25 meV. (The output below lists 0.36 and 0.27 because it measures between the first grid points below half height, on a grid of 0.01 meV.) As an independent test, the Schr\"odinger equation was integrated over small cells,
\begin{equation}
\phi_{j+1/2}-\phi_{j-1/2}=\int_{\rm cell}\frac{V-E}{C}\,\psi\,dx ,
\end{equation}
with open boundaries and no Airy functions. Extrapolated from cells of 0.02 and 0.01 nm, it gives the same peak heights to four decimals, and the same weak-field value to five digits.

\subsection*{Thicker barriers}

Let all three barriers grow to a width $w$, with the wells, the 40 mV bias and $E=20$ meV held fixed. The field then falls as the stack lengthens, and the energy stays off resonance. In the table, $T$ is taken at 20 meV; the other columns are maxima over 18--22 meV.

\begin{center}
\begin{tabular}{rcccc}
$w$ (nm)&$T$&$D$&$T'$&$|R+T'-1|$\\
3&$6.1\times10^{-7}$&$1\times10^{-9}$&$1\times10^{-6}$&$8\times10^{-16}$\\
6&$4.7\times10^{-14}$&$2\times10^{-2}$&$1\times10^{-13}$&$4\times10^{-16}$\\
9&$3.9\times10^{-21}$&$4\times10^{5}$&$4\times10^{-11}$&$4\times10^{-11}$\\
12&$3.2\times10^{-28}$&$2\times10^{12}$&$9\times10^{-4}$&$9\times10^{-4}$\\
18&$2.3\times10^{-42}$&$5\times10^{26}$&$2\times10^{11}$&$2\times10^{11}$
\end{tabular}
\end{center}

At 9 nm, $T'$ is too large by about ten powers of ten, yet its flux sum is off by only $4\times10^{-11}$. The defect $D$ leaves no doubt. The product of the tabulated $T$ and the largest $D$ stays near $10^{-15}$ in every row, as $D\sim\varepsilon/T$ suggests. At a single energy $D$ scatters below this maximum, and in the thick stacks it can drop to 1 when the subtraction gives zero. The left-incident $T$ survives throughout: at 20 meV its relative error against 60-digit arithmetic is at most about $4\times10^{-13}$, and $R+T$ departs from 1 by less than $10^{-15}$. The cell method agrees with it to a relative $10^{-5}$ at each width.

The decay of $T$ has the expected rate. From 15 to 18 nm it drops from $2.72\times10^{-35}$ to $2.29\times10^{-42}$, so $2\kappa\times9\ \mathrm{nm}=\ln(1.19\times10^7)=16.29$ for 9 nm of added barrier. This gives $\kappa=16.29/18=0.905$ nm$^{-1}$. With half the bias as the mean drop, the mean barrier height above $E$ is $0.30-0.02-0.02=0.26$ eV, and $\sqrt{0.12\times0.26/0.0381}=0.905$ nm$^{-1}$.

More digits restore the decaying solution. For 18 nm barriers, 60 digits give $D=5\times10^{-20}$. With 30 digits $D$ is 1.0, although $\varepsilon/T$ suggests $10^{11}$ or more. This is no partial recovery. Numbers as large as $|a|^2\approx8\times10^{41}$ are spaced by far more than 1 at 30 digits, so their difference can give $D\approx1$ only by being zero. A defect close to 1 can therefore mean complete loss, and should not be read as a sign that the decaying solution is nearly recovered.

\subsection*{A narrow resonance}

A double barrier of 9/6/9 nm at 20 kV/cm has a resonance at 27.8 meV with $T=0.61$ and a width of 12.4 neV (listed as 12.8 in the output, again because of the grid). Within the half-height region $|R+T-1|$ reaches $1.2\times10^{-9}$ and $D$ reaches $1.9\times10^{-9}$; at any one energy their ratio is $T$, up to rounding, as \eqref{identity} demands. Off the peak, at 18--22 meV, the sum is off by only $7\times10^{-16}$ while $D$ is $5\times10^{-3}$. This is the hand-worked contrast again.

At nine energies across the peak the largest relative error of $T$ is $1.1\times10^{-8}$, six times the largest $D$. So $D$ does not bound the error of $T$ here. A shift of the resonance, for instance, can leave the determinant at 1. For a Lorentzian of width $\Gamma$, a shift $\delta E$ changes $T$ at half height by a relative $2\,\delta E/\Gamma$. A shift of only $7\times10^{-17}$ eV would therefore suffice to give an error of the size found; whether this is its source was not tested.

\subsection*{An error that conserves flux}

Match $\psi'$ instead of $\psi'/m$ in the 3 nm device at 20 meV. Each layer matrix still has determinant 1, and the contacts have equal masses, so the flux balance closes: $D=1.4\times10^{-9}$. But $T$ comes out as $1.3\times10^{-7}$ instead of $6.1\times10^{-7}$. A small $D$ certifies the arithmetic of the determinant, not the physics put into the matrix.

\section{The procedure}

\begin{enumerate}
\item Form each layer matrix \eqref{layer} with scaled Airy functions; use \eqref{flat} or its oscillating form at zero or negligible field.
\item Multiply, and obtain $T$ from $a$. Do not obtain it from $t'$.
\item Compute $D$. If it is small on the scale of the accuracy wanted, both solutions have been kept. The error of $T$ can still exceed $D$ at a narrow resonance, and also at very weak fields, where digits lost in $\theta$ leave the determinant at 1. In these cases compare with a run at more digits.
\item If $D$ is large, repeat with more digits. Off resonance, $\log_{10}(1/T)$ digits plus those wanted in $D$ suffice by the estimate above. At a resonance $T$ does not reveal the cancellation, so raise the precision until $T$ settles and $D$ is small. A $D$ that merely stays at 1 does not count, since it can mean complete loss. If $T$ was already settled, it may be kept.
\item Check masses, offsets and matching by a separate method.
\end{enumerate}

\section{The model beside a real device}

Barriers of a few nanometres and fields of tens of kV/cm are in the range of quantum cascade structures; the 9--18 nm barriers serve only to expose the numerics. One assumption that can fail in a real device is coherence. For a rough scattering time of 0.2 ps, $\hbar/\tau=3.3$ meV, about ten times the peak widths. If scattering merely convolves an isolated Lorentzian peak with another of that width, the upper peak falls from 1.00 to about $0.25/(0.25+3.29)=0.07$. Space charge can matter too: with a relative permittivity of 10, the field jumps by 18 kV/cm across a sheet of $10^{11}$ electrons per cm$^2$. At fixed bias, with the compensating charge at the contacts, the two sides share this jump. For a sheet at the centre of the left well, 6 nm into the 20 nm stack, the field to its right changes by $18\times6/20=5.4$ kV/cm. Over the 8.5 nm between well centres this is 4.6 meV, comparable with the doublet splitting, so the potential should then be found self-consistently. An energy-dependent mass raises the lower peak by 0.7--0.8 meV, depending on whether the mass follows the local kinetic energy or is frozen at one value per layer; either shift is more than the peak width. At 77 K, $kT=6.6$ meV, so a current averages over both peaks. In-plane motion at that energy lowers the barrier by about 1 meV out of 300, and interband tunnelling is negligible at this field. The full set of values is in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
masses well, barrier: 0.10, 0.12 m0; offset 0.30 eV
hbar^2/(2 m0) = 0.038100 eV nm^2; field 20 kV/cm
device 3/6/3/5/3 nm: length 20 nm, bias 40.0 mV
peak: E = 35.79 meV, T = 0.3530, grid T = 0.3530, FWHM = 0.36 meV
peak: E = 41.01 meV, T = 0.9998, grid T = 0.9998, FWHM = 0.27 meV
doublet splitting = 5.22 meV
sweep: E = 20 meV; maxima taken over 18-22 meV
w(nm)  T          T err    max D    max T'   max|R+T-1| max|R+T'-1|
   3  6.097e-07  1e-14  1.1e-09  1.2e-06  7.8e-16    7.8e-16
   6  4.675e-14  6e-14  1.6e-02  9.5e-14  6.7e-16    4.4e-16
   9  3.876e-21  7e-14  3.7e+05  4.1e-11  4.4e-16    4.1e-11
  12  3.242e-28  3e-14  2.5e+12  8.6e-04  8.9e-16    8.6e-04
  15  2.723e-35  4e-13  6.2e+19  1.9e+04  6.7e-16    1.9e+04
  18  2.293e-42  9e-14  5.2e+26  1.8e+11  6.7e-16    1.8e+11
18 nm barriers, 30 digits: D = 1.0e+00
18 nm barriers, 60 digits: D = 4.6e-20
double barrier 9/6/9 nm: peak E = 27.7691 meV, T = 0.611, FWHM = 12.8 neV
on peak: max|R+T-1| = 1.2e-09, max D = 1.9e-09, max T error = 1.1e-08
off peak (18-22 meV): max|R+T-1| = 6.7e-16, max D = 5.0e-03
mass matching at 20 meV: right T = 6.097e-07, wrong T = 1.303e-07, wrong-case D = 1.4e-09
1 kV/cm: z = 191, exponent = 1753, unscaled T = nan
1 kV/cm: scaled T = 6.6391e-09, grid T = 6.6391e-09
rough inputs: gaps 1.6, 2.0 eV; eps_r 10; tau 0.2 ps; n 1e+11 cm^-2; 77 K
nonparabolic shift of lower peak = 0.78 meV
scattering width hbar/tau = 3.29 meV
space-charge field step = 18.1 kV/cm
thermal energy kT = 6.64 meV
barrier change from in-plane motion at kT = -1.11 meV
interband tunnelling: log10 of probability = -559
\end{verbatim}
